# Two capture numbers for identical islands at coverage 0.1

## Problem

Atoms arrive on a flat crystal surface at a uniform rate $F$ per unit area and time. They diffuse as single adatoms with coefficient $D$ until they join an island. The islands are identical circles of radius $R$, one layer high, with number density $N$ per total area. Their coverage is

$$\theta=\pi R^2N=0.1 .$$

Attachment is irreversible and meets no extra barrier, so the adatom density $n$ vanishes at an island edge. Atoms landing on an island are counted as captured directly. The loss of adatoms to the nucleation of new islands is neglected.

The capture number $\sigma$ is defined by the diffusive current $J$ (atoms per unit time) into one island,

$$J=\sigma D\,n_{\rm ref}. \tag{1}$$

Since $J$ is a rate, $D$ an area per time and $n_{\rm ref}$ an inverse area, $\sigma$ is dimensionless. Its value depends on which density is taken as reference. Find $\sigma$ in two models:

1. In the self-consistent mean field, the islands around a chosen one are replaced by a uniform absorbing medium, and $n_{\rm ref}$ is the density far away.
2. In the circular cell, each island sits at the centre of its own zero-flux circle of radius $L$, with $\pi L^2=1/N$, and $n_{\rm ref}$ is the average over the whole cell, with $n=0$ on the island.

How far do the two agree, and what causes any difference?

One relation holds in both models. In a steady state, atoms landing between the islands must all be captured, so $NJ=F(1-\theta)$ and

$$\sigma\,n_{\rm ref}=\frac{F(1-\theta)}{DN}. \tag{2}$$

At given $F$, $D$, $N$ and $\theta$, a larger capture number therefore means a lower reference density. It does not mean faster growth.

## First estimate by scaling

Close to an island, deposition matters little compared with the current flowing inwards. The density then obeys $\nabla^2n=0$, whose circular solution vanishing at $R$ is proportional to $\ln(r/R)$. Suppose that $n$ reaches $n_{\rm ref}$ at a distance $\ell$. Then

$$n=n_{\rm ref}\frac{\ln(r/R)}{\ln(\ell/R)},\qquad
J=2\pi RD\,n'(R)=\frac{2\pi D\,n_{\rm ref}}{\ln(\ell/R)} .$$

The natural choice of $\ell$ is the cell radius $L$, about half the distance between islands. Because $\theta=R^2/L^2$, we have $\ln(L/R)=\tfrac12\ln(1/\theta)$, and

$$\sigma\approx\frac{4\pi}{\ln(1/\theta)}=\frac{12.57}{2.303}\approx5.5 . \tag{3}$$

The estimate does not distinguish the two models. It leaves an uncertain factor inside the logarithm, and at $\theta=0.1$ the logarithm is not large.

## Exact solution of the mean-field model

In the absorbing medium, $N$ islands per unit area each take up $\sigma Dn$. The coarse-grained steady balance around the chosen island is

$$D\nabla^2n-D\sigma N\,n+F(1-\theta)=0 .$$

Far away the gradient vanishes, which gives $n_\infty=F(1-\theta)/(D\sigma N)$, in agreement with (2). Replacing the source by $D\sigma Nn_\infty$ and dividing by $D$,

$$\nabla^2(n-n_\infty)=k^2(n-n_\infty),\qquad k^2=\sigma N .$$

The length $1/k$ is the screening length. The circular solutions are the modified Bessel functions $I_0(kr)$ and $K_0(kr)$. The first grows without limit and is excluded. The condition $n(R)=0$ fixes the coefficient of the second:

$$n=n_\infty\left[1-\frac{K_0(kr)}{K_0(kR)}\right].$$

Since $K_0'=-K_1$, the edge gradient is $n'(R)=n_\infty kK_1(kR)/K_0(kR)$. With $x=kR$ and $J=2\pi RDn'(R)$,

$$\sigma=2\pi x\frac{K_1(x)}{K_0(x)} . \tag{4}$$

The same $\sigma$ determines the screening, because

$$x^2=\sigma NR^2=\frac{\sigma\theta}{\pi}. \tag{5}$$

Inserting (4) into (5) gives $x^2=2\theta xK_1/K_0$. Multiplication by $K_0/(xK_1)$ leaves one equation for $x$:

$$g(x)\equiv\frac{xK_0(x)}{K_1(x)}=2\theta,\qquad \sigma=\frac{\pi x^2}{\theta}. \tag{6}$$

It has a single root. To show this, use $K_1'=-K_0-K_1/x$ as well:

$$g'=\frac{K_0}{K_1}+x\,\frac{K_0'K_1-K_0K_1'}{K_1^2}
=\frac{2K_0K_1-x(K_1^2-K_0^2)}{K_1^2}.$$

Multiply the last numerator by $x$ and call the result $h(x)=2xK_0K_1-x^2(K_1^2-K_0^2)$. The derivatives of its two parts are

$$(2xK_0K_1)'=-2x(K_0^2+K_1^2),\qquad
\left[x^2(K_1^2-K_0^2)\right]'=-2xK_0^2 .$$

Hence $h'=-2xK_1^2$. Because $h$ vanishes at infinity,

$$g'(x)=\frac{h(x)}{xK_1^2(x)}=\frac{1}{xK_1^2(x)}\int_x^\infty2tK_1^2(t)\,dt>0 .$$

The function $g$ rises from zero at $x=0$ to infinity, where $K_0/K_1\to1$, so it takes the value $2\theta$ once.

For $\theta=0.1$ the root is $x=0.3943$. There $K_0=1.1270$ and $K_1=2.2221$, so $xK_0/K_1=0.200$, as required. The capture number is

$$\sigma_{\rm MF}=\frac{\pi(0.3943)^2}{0.1}\approx4.9 .$$

A radial finite-difference solution, iterated until the edge current reproduces the assumed $\sigma$, also gives 4.885.

At finite coverage the medium itself involves a convention. Here its sinks are spread over the total area. Spreading them over the free area, $k^2=\sigma N/(1-\theta)$, changes the result to 5.1.

## Exact solution of the circular cell

Now deposition is kept explicitly and there is no absorbing medium:

$$\frac{D}{r}\frac{d}{dr}\left(r\frac{dn}{dr}\right)+F=0,\qquad n(R)=0,\quad n'(L)=0 .$$

One integration gives $rn'=C-Fr^2/(2D)$. The zero-flux condition sets $C=FL^2/(2D)$, so

$$n'=\frac{F}{2D}\left(\frac{L^2}{r}-r\right),\qquad
n=\frac{F}{4D}\left[2L^2\ln\frac rR-r^2+R^2\right].$$

The current into the island is

$$J=2\pi RD\,n'(R)=\pi F(L^2-R^2)=\pi FL^2(1-\theta).$$

This is the deposition rate on the part of the cell outside the island: in this model the cell is the island's capture zone.

For the average, put $u=r^2/L^2$. The area element divided by the cell area is $2\pi r\,dr/(\pi L^2)=du$. The island occupies $0<u<\theta$ and contributes nothing, so

$$\bar n=\frac{FL^2}{4D}\int_\theta^1\left[\ln\frac u\theta-(u-\theta)\right]du .$$

The two integrals are

$$\int_\theta^1\ln\frac u\theta\,du=\left[u\ln\frac u\theta-u\right]_\theta^1=-\ln\theta-(1-\theta),\qquad
\int_\theta^1(u-\theta)\,du=\frac{(1-\theta)^2}{2}.$$

Since $(1-\theta)+(1-\theta)^2/2=(1-\theta)(3-\theta)/2$,

$$\bar n=\frac{FL^2}{4D}\left[-\ln\theta-\frac{(1-\theta)(3-\theta)}2\right].$$

Dividing $J$ by $D\bar n$ gives

$$\sigma_{\rm cell}=\frac{4\pi(1-\theta)}{-\ln\theta-\frac12(1-\theta)(3-\theta)} . \tag{7}$$

At $\theta=0.1$,

$$\sigma_{\rm cell}=\frac{4\pi(0.9)}{2.3026-1.3050}=\frac{11.31}{0.9976}\approx11.3 .$$

A separate radial solution with numerical averaging gives 11.337, equal to (7) at the printed precision.

## Comparison

The scaling estimate of 5.5 lies 12% above the mean-field value and is less than half the cell value. Both the estimate and (4) have the form of $2\pi$ divided by a number. The estimate used $\ln(L/R)=1.15$, whereas (4) has $K_0/(xK_1)=1.29$ in its place. In the cell, the term 1.305 removes more than half of the logarithm 2.303. The two integrals above show its origin: $1-\theta=0.900$ comes from averaging the logarithm over the cell instead of taking its value at the rim, and $(1-\theta)^2/2=0.405$ comes from the deposition between island and rim. The estimate ignored both, and also the factor $1-\theta$ in the numerator of (7), which takes $4\pi/0.9976=12.6$ down to 11.3.

The two models differ by a factor of 2.3. Part of this comes from the reference density. If the cell density is averaged over the free area alone, $\bar n$ is divided by $1-\theta$ and $\sigma$ falls to 10.2. The largest density in the cell is that at the rim,

$$n(L)=\frac{FL^2}{4D}\left[-\ln\theta-(1-\theta)\right],$$

and using it as reference gives $\sigma=8.1$. No density found within the cell can therefore bring its capture number down to 4.9.

The arrangement of the islands also matters. The cell gives every island the same surroundings, as in a regular array. The mean-field medium begins at the island edge and contains no such order. To isolate the effect, the diffusion equation was solved on a square grid for many discs at nominal coverage 0.1, with the same disc shape and the same whole-area average in both cases. A square lattice of islands gave 10.3. Randomly placed, non-overlapping islands gave $5.7\pm0.2$, where the error is the standard error over six samples of 36 islands. With the definition of $\sigma$ held fixed, disorder thus lowers the capture number by a factor of about 1.8 on this grid. Large gaps between islands hold many adatoms and raise the average density, while the total current is fixed by (2).

These grid values carry an error from the coarse disc edges: the square lattice gives 11.0 on a finer grid. The random samples are also small. With exact circular edges the lattice value is 11.1, and samples of a hundred or more non-overlapping discs give about $5.4\pm0.1$, so the factor is close to 2. The random result is close to the mean-field value but not equal to it. The contributions of the minimum separation, finite coverage and grid error to the remaining difference have not been separated.

### Low coverage

For small $x$, $K_1\approx1/x$ and $K_0\approx\Lambda$, with $\Lambda=\ln(2/x)-\gamma$ and Euler's constant $\gamma=0.577$. Equations (4) and (6) become $\sigma\approx2\pi/\Lambda$ and $x^2\approx2\theta/\Lambda$. Taking the logarithm of the latter and inserting it into $\Lambda$,

$$2\Lambda=2\ln2-2\gamma-\ln(2\theta)+\ln\Lambda .$$

Since $2\Lambda=4\pi/\sigma$ and $\Lambda=2\pi/\sigma$,

$$\frac{4\pi}{\sigma_{\rm MF}}\approx\ln\frac1\theta+\ln2-2\gamma+\ln\frac{2\pi}{\sigma_{\rm MF}},\qquad
\frac{4\pi}{\sigma_{\rm cell}}\approx\ln\frac1\theta-\frac32 .$$

Both models approach the scaling law (3) because $\ln(1/\theta)$ eventually outweighs the other terms. The approach is very slow: the ratio $\sigma_{\rm cell}/\sigma_{\rm MF}$ is 1.64 at $\theta=10^{-2}$, 1.35 at $10^{-4}$ and still 1.20 at $10^{-8}$.

### High coverage

Let $\epsilon=1-\theta$ be small. Then $-\ln(1-\epsilon)=\epsilon+\epsilon^2/2+\epsilon^3/3+\dots$, and the subtracted term in (7) is $\epsilon(2+\epsilon)/2=\epsilon+\epsilon^2/2$. The denominator is $\epsilon^3/3$ to leading order, so $\sigma_{\rm cell}\approx12\pi/\epsilon^2$ diverges: adatoms in a narrow gap are always near an edge. The mean-field value depends on the convention for the sinks. Spread over the total area, they give a finite value, because $g(x)=2$ has a finite root. Spread over the free area, they give $g(x)=2\theta/\epsilon$, so $x\approx2/\epsilon$ and $\sigma\approx4\pi/\epsilon$, which diverges more slowly than the cell value. This limit is formal for circular islands, which touch before they cover the surface, but it shows that neither form of the mean field captures the full effect of confinement between close edges.

## An example in the regime of silver on Ag(100)

Take rough values for silver growing on Ag(100) near room temperature: 300 K, a hop barrier of 0.40 eV, a prefactor of $10^{13}\ {\rm s^{-1}}$ per direction, a site spacing $a=0.29$ nm, a flux of 0.01 monolayer per second and $N=0.004\ {\rm nm^{-2}}$. On a square lattice $D=a^2\nu$, where $\nu$ is the hop rate per direction, which gives $D=1.60\times10^5\ {\rm nm^2/s}$. The geometry follows from $N$ and $\theta$: $R=2.8$ nm, $L=8.9$ nm and $1/k=7.2$ nm. With $F=0.119\ {\rm nm^{-2}s^{-1}}$, equation (2) gives

$$n_\infty=\frac{0.119\times0.9}{1.60\times10^5\times4.885\times0.004}\approx3.4\times10^{-5}\ {\rm nm^{-2}},$$

whereas the cell average is $1.5\times10^{-5}\ {\rm nm^{-2}}$.

The neglected nucleation can now be sized. Each event removes two adatoms, a loss of $2D\sigma_1n^2$ per area, where $\sigma_1$ is the capture number of an adatom. Setting $\sigma_1=\sigma$, which should overestimate it because an adatom is smaller than an island, the loss relative to island capture is $2n_\infty/N\approx1.7\%$. Linearizing the loss about $n_\infty$ doubles its effect on screening, and $\sigma_{\rm MF}$ rises only to 4.95. The linearization slightly overstates the effect, because $n<n_\infty$ near the island; keeping the loss quadratic in $n$ gives 4.935. A small loss of adatoms does not mean that few islands form, however. Treat an adatom as an absorber of radius $a$ in the same medium: with $y=ka=0.04$, $\sigma_1=2\pi yK_1(y)/K_0(y)\approx1.9$. Even with this smaller value, the nucleation rate $D\sigma_1n_\infty^2$ would add about $0.0035\ {\rm nm^{-2}}$ in 10 s, which is comparable with $N$ itself. The example is therefore a snapshot at a prescribed $N$, not a history of growth with a fixed set of islands.

Other corrections to $\sigma$ are larger. If an island captures adatoms one site beyond its edge, its effective radius is $R+a$, and the mean-field and cell values become 5.3 and 13.1. Two equally common radii, 30% above and below their mean, lower the mean-field value to 4.7 at the same $N$ and $\theta$. A square island in an aligned square cell captures about 7% more effectively than a disc of equal area; a coarse pixel grid gives 6.5%, and refinement raises this to about 7.2%.

Two further assumptions hold well for these numbers. The density adjusts in a time of order $1/(k^2D)$, about $3\times10^{-5}$ of the 10 s needed to deposit 0.1 monolayer. With rough energies of 0.50 eV to form an adatom and 0.10 eV per step site, the equilibrium density at the curved edge is about 0.2% of $n_\infty$, so $n(R)=0$ is a good approximation for these energies. The ratio depends exponentially on the formation energy: it would be 1.4% at 0.45 eV and 10% at 0.40 eV.

For a real surface, the assumption that matters most among those sized here is the arrangement. New islands form less readily where existing ones have depleted the adatoms, so grown islands should be more evenly spaced than random discs, but they do not form a perfect lattice. It is therefore plausible, though not shown here, that their capture number, defined with the area-averaged density, lies between the random and lattice results. Coverage alone does not fix it. The remaining computed values are in the numerical output.

## Numbers as computed

```
island coverage theta = 0.10
mean field: root x = R/screening length = 0.3943
mean field: K0(x) = 1.1270, K1(x) = 2.2221
mean field: capture number = 4.885
mean field: radial numerical solution = 4.885
mean field, sinks on free area only = 5.102
cell: -ln(theta) = 2.3026
cell: (1-theta)(3-theta)/2 = 1.3050
cell: denominator = 0.9976
cell: capture number, whole-cell average = 11.337
cell: radial numerical solution = 11.337
cell: capture number, free-area average = 10.203
cell: capture number, rim density = 8.063
ratio cell/mean field = 2.321
ratio cell/mean field at coverage 1e-02 = 1.637
ratio cell/mean field at coverage 1e-04 = 1.349
ratio cell/mean field at coverage 1e-08 = 1.198
ratio cell/mean field at coverage 1e-16 = 1.114
ratio cell/mean field at coverage 1e-64 = 1.037
square cell, fine grid: capture number = 10.97
square lattice, coarse grid: capture number = 10.33
random islands, coarse grid: capture number = 5.72
random islands: standard error = 0.23
random islands: 6 samples of 36 islands
temperature = 300 K, kT = 0.02585 eV
hop barrier = 0.40 eV, prefactor = 1e+13 1/s
site spacing = 0.29 nm, flux = 0.01 ML/s
flux per area = 0.1189 1/(nm^2 s)
island density = 0.0040 1/nm^2
diffusion coefficient = 1.604e+05 nm^2/s
island radius = 2.821 nm, cell radius = 8.921 nm
screening length = 7.154 nm
adatom density, mean field = 3.415e-05 1/nm^2
adatom density, cell = 1.472e-05 1/nm^2
nucleation loss/island capture, upper estimate = 1.71 %
mean field with nucleation sink = 4.953
capture radius one site larger: mean field = 5.301
capture radius one site larger: cell = 13.098
two radii, relative spread 0.3: mean field = 4.694
square island/disc capture ratio in square cell = 1.065
adatom formation energy = 0.50 eV
step energy per site = 0.10 eV
edge equilibrium density/mean-field density = 0.206 %
relaxation time/deposition time = 3.19e-05
extra step-edge barrier = 0.10 eV
mean stay on top of island = 1.28e-04 s
arrivals on top of one island = 2.97 1/s
second-layer nuclei per island, upper estimate = 1.13e-02
```
